# Voltage Drop on a Leaky Crossbar Line with One or Two Drivers

## Problem

In a crossbar memory, a selected line crosses \(N=1024\) other lines, with a memory cell and its selector at each crossing. Every cell leaks \(I=100\) nA into the selected line. The line has a resistance \(R=2\ \Omega\) per cell. Show that driving the line at both ends instead of one reduces the maximum voltage drop along it from 105 mV to 26 mV.

Use the following conventions.

- The drivers hold their ends of the line at 0 V and have no internal resistance. The crossing lines are at 1 V, so leakage flows into the selected line and raises its potential.
- \(u_k\) is the potential of the line at cell \(k\), with \(k=1,\dots,N\) counted from the left driver. The "voltage drop" is this rise above the driver potential.
- One segment of resistance \(R\) lies between neighbouring cells, and one between a driver and its nearest cell.
- The leakage per cell is the same for all cells and does not change when the second driver is added. The currents are steady.

## Hints

1. With one driver, all the leakage must leave through the left end. Which cells send their current through the segment just left of cell \(j\)?
2. The current differs from segment to segment, so the total current cannot simply be multiplied by the total resistance. Add the segment voltages.
3. With two drivers, it is not known in advance how the current divides. Call the current into the left driver \(I_L\), and use the fact that both ends are at the same potential.
4. Once \(I_L\) is known, find the current in the middle segment. What would change if that segment were cut?

## Full solution

### One driven end

Let \(J_j\) be the current flowing to the left in segment \(j\), which joins cell \(j-1\) to cell \(j\). For \(j=1\), the left end of the segment is the driver, where \(u_0=0\). Nothing can leave at the far end, so segment \(j\) carries the leakage of cells \(j,j+1,\dots,N\). There are \(N-j+1\) of these:

\[
J_j=(N-j+1)I .
\]

Current flows from higher to lower potential, so Ohm's law reads \(u_j-u_{j-1}=RJ_j\). Adding the first \(k\) segments makes the intermediate potentials cancel:

\[
u_k=R\sum_{j=1}^{k}J_j
=IR\left[k(N+1)-\sum_{j=1}^{k}j\right]
=IR\left[k(N+1)-\frac{k(k+1)}{2}\right].
\]

Taking out the factor \(k/2\) gives

\[
u_k=\frac{IR}{2}\,k\,(2N+1-k).
\]

Every \(J_j\) is positive, so the potential rises at each step away from the driver. The maximum is at the far cell, \(k=N\):

\[
u_{\max}^{(1)}=\frac{IR\,N(N+1)}{2}.
\]

For the given line, \(IR=100\ \text{nA}\times 2\ \Omega=0.20\ \mu\text{V}\), and

\[
u_{\max}^{(1)}=0.20\ \mu\text{V}\times\frac{1024\times1025}{2}
=0.20\ \mu\text{V}\times 524800=104.96\ \text{mV}.
\]

This is the required 105 mV. The total leakage, 102.4 µA, times the total resistance, 2048 Ω, would give about 210 mV. That product is too large by nearly a factor of two because only the first segment carries the full current. The current falls evenly towards the far end, and its average over the segments is \((N+1)I/2\), about half the total.

### Two driven ends

There are now \(N+1\) segments, the last one joining cell \(N\) to the right driver. We keep \(J_j\) as the current to the left; a negative value means flow to the right. At cell \(j\), the current leaving to the left equals the current arriving from the right plus the leakage, so \(J_j=J_{j+1}+I\). Starting from \(J_1=I_L\),

\[
J_j=I_L-(j-1)I .
\]

Both drivers are at 0 V, so the potential differences over all \(N+1\) segments add to zero:

\[
0=R\sum_{j=1}^{N+1}J_j
=R\left[(N+1)I_L-I\,\frac{N(N+1)}{2}\right].
\]

Here \(\sum_{j=1}^{N+1}(j-1)=0+1+\dots+N=N(N+1)/2\) was used. Hence

\[
I_L=\frac{NI}{2},
\]

and the right driver takes the other half. Each driver carries 51.2 µA.

The potential at cell \(k\) is again the sum of the first \(k\) segment voltages:

\[
u_k=R\left[k\,\frac{NI}{2}-I\,\frac{k(k-1)}{2}\right]
=\frac{IR}{2}\,k\,(N+1-k).
\]

This expression vanishes at \(k=0\) and \(k=N+1\), where the drivers are. To find its maximum over the cells, take the difference of neighbouring values:

\[
u_{k+1}-u_k=\frac{IR}{2}\Big[(k+1)(N-k)-k(N+1-k)\Big]
=\frac{IR}{2}(N-2k).
\]

For even \(N\), this is positive for \(k<N/2\), zero for \(k=N/2\), and negative beyond. Cells \(N/2\) and \(N/2+1\) therefore share the maximum. Inserting \(k=N/2\),

\[
u_{\max}^{(2)}=\frac{IR}{2}\,\frac N2\left(\frac N2+1\right)
=\frac{IR\,N(N+2)}{8}.
\]

For the given line,

\[
u_{\max}^{(2)}=0.20\ \mu\text{V}\times\frac{1024\times1026}{8}
=0.20\ \mu\text{V}\times131328=26.27\ \text{mV},
\]

which is the required 26 mV. A numerical solution of Kirchhoff's current law at all the cells agrees with both maxima. The numerical output after this text lists the values used here.

### Why the factor is nearly four

The middle segment is number \(N/2+1\). Its current is

\[
J_{N/2+1}=\frac{NI}{2}-\frac N2 I=0 .
\]

A segment without current can be cut without changing anything. What remains is two separate lines, each with \(N/2\) cells and one driver. Putting \(N/2\) in place of \(N\) in the one-end formula gives \(IR\,(N/2)(N/2+1)/2\), the same maximum as before. The second driver halves both the current that a driver must collect and the length over which it is collected.

The ratio of the maxima for even \(N\) is

\[
\frac{u_{\max}^{(1)}}{u_{\max}^{(2)}}
=\frac{N(N+1)/2}{N(N+2)/8}
=4\,\frac{N+1}{N+2},
\]

which is 3.996 here and tends to four for a long line. For \(N=2\) it is only three.

For odd \(N\), the single middle cell \(k=(N+1)/2\) has the maximum, \(IR(N+1)^2/8\). This also settles a question of layout. If the second driver is connected directly to the last cell, that cell stays at 0 V and the other \(N-1\) cells form a line driven at both ends. Since \(N-1=1023\) is odd, the maximum is \(IRN^2/8=26.21\) mV, still 26 mV.

For long lines the drops grow as \(N^2\). At fixed \(I\), \(R\) and permitted drop, two ideal drivers therefore allow a line about twice as long, not four times.

### When the leakage depends on voltage

A real selector leaks less when its bias falls. The rise \(u_k\) reduces the bias of cell \(k\) from 1 V to \(1\ \text{V}-u_k\), so the assumption of constant current needs a check. Take the model law

\[
I(u)=I\,\frac{\sinh[(1\ \text{V}-u)/V_0]}{\sinh(1\ \text{V}/V_0)},
\qquad V_0=0.2\ \text{V},
\]

which gives 100 nA at \(u=0\).

The constant-current result is an upper bound for this law. At the cell with the highest potential, no line current can arrive from its neighbours, so its leakage cannot be negative and its rise cannot exceed 1 V. All cells then inject currents that are zero or positive, and no rise is negative. Each current is therefore at most 100 nA. Since a current injected anywhere raises or leaves unchanged the potential everywhere on the line, smaller currents cannot give a larger maximum.

Solving the line equations numerically with this law gives 76 mV for one end and 24 mV for two. Relative to the constant-current values, these are lower by about 27% and 9%. The one-end line changes more because its cells lose more bias. The ratio is then 3.2 instead of 4.

Temperature works the other way. Suppose the leakage is thermally activated with 0.2 eV and the line resistance grows by 0.2% of its 298 K value per kelvin. At 358 K the leakage at 1 V is 369 nA and the resistance is 2.24 Ω per cell. Constant currents would then give 434 mV and 109 mV. With the sinh law and the same \(V_0\), the values are 194 mV and 78 mV, so the bound is no longer a good estimate, especially for one driver. These hot values depend on the assumptions. In a narrow copper line whose excess resistivity comes from temperature-independent surface and grain-boundary scattering, the coefficient is nearer 0.11% per kelvin, which lowers the constant-current values by about 5% and the sinh values to 188 mV and 75 mV. If instead \(V_0\) grew in proportion to temperature, with the 0.2% coefficient kept, the sinh values would rise to 210 mV and 82 mV.

### The model beside a real array

The parameters resemble a dense crossbar with copper-like lines and threshold-type selectors, but they are rough and do not describe a particular device. For a pitch of 40 nm and a line 20 nm wide and 60 nm high, 2 Ω per cell implies a resistivity of 6.0 µΩ cm. This is several times the bulk value of copper, as is plausible for such a narrow line. A leakage of 100 nA at half bias is on the high side for a selector; in the constant-current model, a smaller leakage reduces both drops in proportion. With one driver, the leakage alone gives a current density of 8.5 MA/cm² next to the driver; with two it is 4.3 MA/cm². A rough continuous limit for electromigration in copper is a few MA/cm². The two-driver value is comparable with this limit and the one-driver value is above it. A selected cell adds to these figures: the 50 µA of the second variation raises them to 12.7 MA/cm² with one driver, and with two drivers to 6.4 MA/cm² for a cell in the middle or 8.4 MA/cm² for a cell next to a driver. Short pulses or smaller currents would be needed for a safe margin. Constant leakage, treated above, and ideal drivers are also idealizations. A driver resistance of 1 kΩ raises the two-end result from 26 to 77 mV, as the first variation shows.

The 105 and 26 mV also concern one line only. A selected cell lies on two selected lines. If the second has the same leakage and resistance, and the cell is at the worst position on both, the lost voltages add to about 210 mV or 53 mV for constant leakage, and to about 153 mV or 48 mV with the sinh law at 298 K. By contrast, an unselected crossing line that carries the current of one half-selected cell loses at most \(100\ \text{nA}\times2048\ \Omega=0.20\) mV, which is negligible here.

## Variation 1: imperfect drivers

**Question.** (a) Each driver has an internal resistance \(R_d=1\ \text{k}\Omega\). What are the two maxima? (b) The drivers have no resistance, but the right one sits \(d=10\) mV above the left one. What is the maximum rise above the left driver?

**Solution to (a).** With one driver, the whole current \(NI\) passes through \(R_d\). This lifts every cell by the same amount:

\[
u_{\max}^{(1)}=\frac{IR\,N(N+1)}2+NIR_d
=104.96+102.4=207.4\ \text{mV}.
\]

With two drivers, the path from one ideal source to the other includes both internal resistances. The right driver takes \(NI-I_L\), and its voltage enters with the opposite sign:

\[
0=R_dI_L+R(N+1)\left(I_L-\frac{NI}{2}\right)-R_d(NI-I_L).
\]

The terms in \(R_d\) combine to \(2R_d(I_L-NI/2)\), so the solution is still \(I_L=NI/2\). Every cell is lifted by \(NIR_d/2\):

\[
u_{\max}^{(2)}=\frac{IR\,N(N+2)}8+\frac{NIR_d}{2}
=26.27+51.2=77.5\ \text{mV}.
\]

The ratio has fallen to 2.7. The second driver halves the current through each driver, but it does not shorten anything inside them. If \(R_d\) dominates, the ratio tends to two.

**Solution to (b).** The circuit is linear for constant leakage, so the effect of the offset can be added. Without leakage, the potential rises evenly from 0 to \(d\) over \(N+1\) segments. Hence

\[
u_k=\frac{IR}{2}k(N+1-k)+\frac{d\,k}{N+1}
=\frac{IR}{2}\left(2k_*k-k^2\right),
\qquad
k_*=\frac{N+1}{2}+\frac{d}{IR(N+1)} .
\]

Treat \(k\) as continuous, which is accurate for a long line. Since \(2k_*k-k^2=k_*^2-(k-k_*)^2\), the maximum is \(IRk_*^2/2\). With \(D=IR(N+1)^2/8\), this becomes

\[
u_{\max}\approx D\left(1+\frac{d}{4D}\right)^2
=D+\frac d2+\frac{d^2}{16D}.
\]

For \(D=26.27\) mV and \(d=10\) mV, the terms are \(26.27+5.00+0.24=31.5\) mV. The peak moves towards the higher driver. The formula holds as long as the peak stays between the drivers, which requires \(|d|<4D\).

## Variation 2: a selected cell that conducts

**Question.** One selected cell injects an extra current \(J=50\ \mu\text{A}\) on top of its 100 nA leakage. The drivers are ideal again, at equal potentials. What is the rise at this cell if it is at the worst position?

**Solution.** Let the cell be at position \(s\). With one driver, the extra current flows through \(s\) segments and adds \(JRs\) at the cell. Both this term and the leakage term are largest at \(s=N\):

\[
u^{(1)}=104.96\ \text{mV}+50\ \mu\text{A}\times2048\ \Omega
=207.4\ \text{mV}.
\]

This equals the result of Variation 1(a) because the chosen values make \(JRN=NIR_d\).

With two drivers, the extra current sees resistances \(sR\) and \((N+1-s)R\) in parallel. Adding its effect to that of the leakage,

\[
u_s^{(2)}=\frac{IR}{2}s(N+1-s)+JR\,\frac{s(N+1-s)}{N+1}
=R\,s(N+1-s)\left[\frac I2+\frac{J}{N+1}\right].
\]

Both terms contain the same product \(s(N+1-s)\), so the worst position is again \(s=N/2\). The extra term is

\[
50\ \mu\text{A}\times2\ \Omega\times\frac{512\times513}{1025}=25.6\ \text{mV},
\]

and the total is 51.9 mV. The ratio is still \(4(N+1)/(N+2)\), because the extra term by itself has this ratio: \(JRN\) divided by \(JRN(N+2)/[4(N+1)]\).

Finally, combine this extra current with the 1 kΩ drivers and the sinh leakage law at 298 K, keeping the cell at \(s=N\) for one driver and \(s=N/2\) for two. The numerical solution gives maximum rises of 236 mV and 101 mV. The second driver still removes more than half of the drop, but the ratio is 2.3: the driver resistance gains only a factor of two, and the falling leakage helps the one-end line more.

## Computed results

```
cells N: 1024
leakage per cell: 100 nA
resistance per cell: 2.0 ohm
I*R: 0.20 uV
total leakage: 102.4 uA
total line resistance: 2048 ohm
max rise, one end: 104.96 mV
max rise, two ends: 26.27 mV
ratio of maxima: 3.9961
one end, rise at cell 512: 78.69 mV
two ends, rise at cell 256: 19.69 mV
two ends, current per driver: 51.2 uA
one end, 512 cells only: 26.27 mV
second driver on last cell: 26.21 mV
half-select bias: 1.0 V
driver resistance: 1000 ohm
with driver resistance, one end: 207.36 mV
with driver resistance, two ends: 77.47 mV
ratio with driver resistance: 2.68
extra selected-cell current: 50 uA
with selected cell, one end: 207.36 mV
with selected cell, two ends: 51.89 mV
driver offset: 10 mV
with offset, two ends: 31.50 mV
leakage voltage scale V0: 0.2 V
sinh leakage, one end: 76.38 mV
sinh leakage, two ends: 23.79 mV
room temperature: 298 K
hot temperature: 358 K
activation energy: 0.2 eV
resistance rise per kelvin: 0.2 %
hot leakage per cell: 369 nA
hot resistance per cell: 2.24 ohm
hot, constant leakage, one end: 433.6 mV
hot, constant leakage, two ends: 108.5 mV
hot, sinh leakage, one end: 193.8 mV
hot, sinh leakage, two ends: 78.3 mV
combined at 298 K, one end: 236.3 mV
combined at 298 K, two ends: 101.3 mV
largest crossing-line drop: 0.20 mV
cell pitch: 40 nm
line width: 20 nm
line height: 60 nm
implied resistivity: 6.0 uohm cm
peak current density, one end: 8.5 MA/cm2
peak current density, two ends: 4.3 MA/cm2
oxide thermal conductivity: 1.4 W/(m K)
self-heating scale, one end: 2.2 K
line capacitance: 0.2 fF/um
charging time, one end: 6.8 ps
charging time, two ends: 1.7 ps
```
